\section*{Nonnegative exponential fits of photocurrent decay and their ambiguity}

\section{One film, two lists of lifetimes}

The light on an oxide semiconductor film is switched off and the decaying photocurrent is recorded twice. Both records are fitted with decaying exponentials of nonnegative amplitude. The first fit has a mode of 154 nA at 308 s, the second one of 163 nA at 477 s. If each mode is read as a trap level, the film seems to have changed. In fact both records were simulated from one smooth lifetime distribution with the same noise level. Each fit is the true minimum of its least-squares problem, and neither list of lifetimes describes the film.

The remedy is to ask two separate questions: which distribution fits best, and which distributions fit well enough. The first has a unique answer on a given grid, provided that the data cannot be fitted exactly. The second has many, and the error analysis must describe them all.

\section{Model and best fit}

Let the current after switch-off, with the dark current subtracted, be
\begin{equation}
I(t)=\sum_{j=1}^{M}a_j e^{-t/\tau_j},\qquad a_j\ge 0, \label{model}
\end{equation}
on a fixed grid of lifetimes $\tau_j$. It is sampled at $N$ times $t_i$ with independent Gaussian errors of known standard deviation $\sigma$. Parallel first-order channels that each add to the current give this form. A sequential process need not. If a reservoir $m$ feeds the carriers $n$ through $\dot m=-k_1m$ and $\dot n=k_1m-k_2n$, with $n(0)=0$, then
\[
n=\frac{k_1m(0)}{k_2-k_1}\left(e^{-k_1t}-e^{-k_2t}\right),
\]
in which one amplitude is negative. Nonnegativity is thus a physical assumption.

Divide data and model by $\sigma$, so that $y_i=I_i^{\rm meas}/\sigma$ and $A_{ij}=e^{-t_i/\tau_j}/\sigma$. The misfit and its downhill slopes are
\begin{equation}
\chi^2(a)=|Aa-y|^2,\qquad w=A^T(y-Aa),\qquad
\frac{\partial\chi^2}{\partial a_j}=-2w_j .
\end{equation}
At a minimum no allowed change may lower $\chi^2$. An amplitude at zero can only increase, and a positive one can move both ways, so
\begin{equation}
w_j\le0\ \text{ for all } j,\qquad w_j=0\ \text{ if } a_j>0. \label{kkt}
\end{equation}
These conditions also suffice. For any $b\ge0$,
\begin{equation}
\chi^2(b)-\chi^2(a)=|A(b-a)|^2-2\,b\cdot w+2\,a\cdot w\ge0,
\end{equation}
because $a\cdot w=0$ and $b\cdot w\le0$.

The active-set algorithm reaches \eqref{kkt} as follows.
\begin{enumerate}
\item Start with $a=0$ and an empty active set.
\item Compute $w$. If no inactive $w_j$ is positive, stop. Otherwise activate the lifetime with the largest $w_j$.
\item Solve the unconstrained least-squares problem on the active set. Call the solution $z$.
\item If all $z_j>0$, set $a=z$ and return to step 2. Otherwise move from $a$ towards $z$ by the fraction $\min a_j/(a_j-z_j)$, taken over $z_j\le0$. Remove the amplitude that has reached zero and repeat step 3.
\end{enumerate}
In exact arithmetic $\chi^2$ falls with each completed cycle, so no active set recurs, and there are finitely many sets. Step 3 should use an orthogonal decomposition, because forming $A^TA$ squares the condition number of nearly parallel columns.

\section{Why the best fit is unique and sparse}

Let $r=y-Aa$ be the residual at the minimum and define $f(k)=\sum_i r_ie^{-kt_i}$. Apart from a factor $1/\sigma$, $w_j$ is $f(1/\tau_j)$, so every active mode is a zero of $f$.

The number of real zeros of $f$ is at most the number $S$ of sign changes in the sequence $r_i$. For $S=0$ and $r\neq0$ there are none. For $S>0$, choose $c$ between two sample times where the sign changes. The function $e^{ck}f(k)$ has the same zeros as $f$, and its derivative
\[
\sum_i r_i(c-t_i)e^{(c-t_i)k}
\]
has $S-1$ sign changes, since all coefficients with $t_i>c$ have been reversed. Between two zeros of a function lies a zero of its derivative, so $f$ has at most one zero more than the derivative. Induction gives the bound.

The fitted curve $Aa$ is unique because $\chi^2$ is strictly convex in it. All minimisers therefore share $r$, and for $r\ne0$ they use at most $S\le N-1$ lifetimes. The columns of these lifetimes are independent: a vanishing combination of $p\le N$ of them would be a sum of $p$ exponentials in $t$ with $N$ zeros, while the same lemma allows at most $p-1$. The amplitudes are therefore unique too.

For the first record 9 of 140 grid lifetimes are active, with 37 sign changes. The bound is respected but far from reached. Joining neighbouring grid points leaves six modes. Their discreteness is a property of the minimisation, since the source is continuous.

\section{How the exponential kernel hides detail}

Take a scale-free density $\tau^{-\beta}$ per unit $\ln\tau$, with $\beta>0$, and add a ripple $\cos(\omega\ln\tau)$, with $\tau$ measured in a fixed time unit. The ripple is the real part of $\tau^{i\omega}$. With $s=t/\tau$, so that $|d\ln\tau|=ds/s$,
\begin{align}
\int_{-\infty}^{\infty}\! d\ln\tau\;\tau^{-\beta+i\omega}e^{-t/\tau}
&=t^{-\beta+i\omega}\int_0^\infty ds\,s^{\beta-i\omega-1}e^{-s}\nonumber\\
&=t^{-\beta+i\omega}\,\Gamma(\beta-i\omega).
\end{align}
The smooth part gives $t^{-\beta}\Gamma(\beta)$. The relative ripple in the current is therefore the relative ripple in the density times $R=|\Gamma(\beta-i\omega)|/\Gamma(\beta)$. For $\beta=1/2$ the reflection formula $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$ at $z=\tfrac12+i\omega$ gives $|\Gamma|^2=\pi/\cosh\pi\omega$, and $\Gamma(\tfrac12)^2=\pi$, so
\begin{equation}
R=\frac{1}{\sqrt{\cosh\pi\omega}}\simeq\sqrt2\,e^{-\pi\omega/2}\quad(\pi\omega\gg1). \label{ripple}
\end{equation}

A period of $D$ decades means $\omega=2\pi/(D\ln10)$. A ripple that takes the density to zero once per decade leaves 1.9\% in the current. At half a decade it leaves 0.027\%. Averaging reduces noise as the square root of the number of records, so halving the period at equal visibility takes $(1.945/0.02676)^2\approx5300$ times as many. In the opposite limit, $\omega\to0$, $R\to1$ and broad structure survives.

\section{A source with a known distribution}

The simulated film has
\begin{equation}
I(t)=I_0e^{-\sqrt{t/\tau_s}},\qquad
g(\ln\tau)=\frac{1}{2\sqrt\pi}\sqrt{\frac{\tau}{\tau_s}}\,e^{-\tau/4\tau_s}, \label{source}
\end{equation}
where $g$ is the fraction of $I_0$ per unit $\ln\tau$. To verify the pair, set $p^2=\tau/4\tau_s$. Then $d\ln\tau=2\,dp/p$ and $g\,d\ln\tau=(2/\sqrt\pi)e^{-p^2}dp$. With $b=\tfrac12\sqrt{t/\tau_s}$ the decay factor is $e^{-b^2/p^2}$, and
\begin{equation}
\frac{2}{\sqrt\pi}\int_0^\infty e^{-p^2-b^2/p^2}dp
=\frac{2e^{-2b}}{\sqrt\pi}\int_0^\infty e^{-(p-b/p)^2}dp=e^{-2b}.
\end{equation}
The last integral equals $\sqrt\pi/2$: replacing $p$ by $b/p$ and averaging the two forms gives $\tfrac12\int(1+b/p^2)e^{-(p-b/p)^2}dp$, which is half a full Gaussian integral in $u=p-b/p$.

The density peaks where $\tfrac12-\tau/4\tau_s=0$, at $\tau=2\tau_s$. The mean lifetime is $4\tau_s(2/\sqrt\pi)\int_0^\infty p^2e^{-p^2}dp=2\tau_s$.

The example takes $I_0=500$ nA, $\sigma=5$ nA, $\tau_s=500$ s and 61 samples spaced logarithmically from 1 s to $10^4$ s. Peak and mean both lie at 1000 s. The errors in the two records are the same 61 Gaussian quantiles in different random orders, which gives the source curve a typical $\chi^2$ of 59.7.

\section{Distributions that fit well enough}

With the true amplitudes, $\chi^2$ is a sum of $N$ squared standard normal errors. Let $q$ be its 95\% point, 80.2 for 61 data. The consistent set
\begin{equation}
C=\{a\ge0:\ \chi^2(a)\le q\}
\end{equation}
contains the truth in 95\% of records, provided that the grid can represent it. The first record has a minimum of 50.4, well below $q$, so $C$ is not a single point.

Remove from the grid all lifetimes between 562 and 1778 s, where the source has its peak and 27\% of its weight. The best remaining fit has $\chi^2=50.7$, only 0.4 above the minimum. These data cannot distinguish a maximum at 1000 s from an empty half decade around it.

The ambiguity does not come from the fitting method. Let two fully specified distributions give noise-free curves that differ by the vector $d$ in units of $\sigma$, with $\delta=|d|$. With equal prior odds, choosing the larger likelihood minimises the error. If the first is true and the noise is $n$, the choice is wrong when
\begin{equation}
|n|^2>|n-d|^2\iff n\cdot d>\tfrac12\delta^2 .
\end{equation}
Since $n\cdot d$ is Gaussian with variance $\delta^2$, the error probability is $\Phi(-\delta/2)$, where $\Phi$ is the normal distribution function.

Nine discrete lifetimes, 0.5 s, 2 s, 8 s and so on in steps of four, can imitate the smooth source with $\delta=0.235$. The best test then errs in 45\% of cases, close to guessing. Since $\delta$ grows as the square root of the number of records, $\delta=4$, with an error of 2.3\%, needs about $(4/0.235)^2\approx290$ records. Six lifetimes in steps of ten, also starting at 0.5 s, give $\delta=8.0$ at best and are readily rejected, with $\chi^2\approx119$ for the first record. The position of the comb matters: starting at 0.89 s gives $\delta=4.9$, so the two-way test errs in under 1\% of cases, yet this comb fits the first record with $\chi^2=73$ and lies in $C$. The data begin to exclude structure at a spacing of about a decade, but not every such structure.

\section{Certified limits on a quantity}

Many useful quantities are linear, $c\cdot a$: the weight in a range of lifetimes, the current at a chosen time, the charge. To find the largest value in $C$, minimise
\begin{equation}
\chi^2(a)+\rho^2(c\cdot a-v)^2,\qquad a\ge0, \label{pen}
\end{equation}
which is again a nonnegative least-squares problem, with one extra row. Any $b$ with $c\cdot b=c\cdot a$ has the same second term, so the solution has the least $\chi^2$ at its own value of $c\cdot a$. The weight $\rho$ need not be large. That least $\chi^2$ is a convex function of the value, so the upper limit is found by raising $v$ until $\chi^2=q$.

The result can be checked without trusting the solver. Let $\kappa=\rho^2(v-c\cdot a)>0$ and $u=(Aa-y)/\kappa$. The minimum conditions of \eqref{pen} are
\begin{equation}
A_j\cdot(Aa-y)-\kappa c_j\ge0\quad\Longrightarrow\quad A^Tu\ge c,
\end{equation}
where $A_j$ is column $j$, with equality for active modes. For every $b$ in $C$,
\begin{equation}
c\cdot b\le u\cdot Ab=u\cdot y+u\cdot(Ab-y)\le u\cdot y+\sqrt q\,|u|. \label{cert}
\end{equation}
The first step uses $b\ge0$, the last the Cauchy--Schwarz inequality. At the solution both are equalities, so the limit is sharp. Applying the argument to $-c$ gives the lower limit. If the lower limit is zero for a nonnegative $c$, nonnegativity itself certifies it.

For the first record the limits on the weight per decade, in percent of $I_0$, are:
\begin{center}
\begin{tabular}{rcc}
lifetimes (s) & source & allowed\\
1--10 & 5 & 0--19\\
10--100 & 17 & 0--40\\
100--1000 & 43 & 0--81\\
1000--10000 & 32 & 0--58
\end{tabular}
\end{center}
Each limit is reached by its own distribution, so the limits cannot be combined freely. The upper limits still rise with grid density: doubling it adds 0.5 to 1.2\% of $I_0$, and at four times the density they read 20, 41, 83 and 59. The zero lower limit of the last row relies on admitting lifetimes above $10^4$ s.

The current at 300 s, in contrast, lies between 219 and 240 nA for every distribution in $C$, and the source value is 230 nA. This range is $4\sigma$ wide, as are those at 3 s and 3000 s within half a $\sigma$; at the first sample it widens to $7\sigma$, 464 to 500 nA. Currents inside the measured window are thus determined to within several times the noise, even though the distribution behind them is not. Where the current itself is small, as at the last sample, the relative uncertainty is still large.

The limits are cautious for a single quantity, because $C$ covers all quantities at once. In 200 simulated records with independent Gaussian noise, the true weight between 100 and 1000 s was allowed every time.

\section{Lifetimes outside the window}

The charge is $Q=\int_0^\infty I\,dt=\sum_ja_j\tau_j$. Start from a distribution with $\chi^2<q$ and add a mode of amplitude $\varepsilon$ and lifetime $T$. The scaled data change by at most $\varepsilon\sqrt N/\sigma$, so the sum stays in $C$ if
\begin{equation}
\varepsilon\le\frac{\sigma}{\sqrt N}\left(\sqrt q-\sqrt{\chi^2}\right)
=\frac{5\ \text{nA}}{7.81}(8.96-7.10)\approx1.2\ \text{nA}.
\end{equation}
The charge grows by $\varepsilon T$, and $T$ is free. Neither $Q$ nor the mean lifetime $Q/\sum_ja_j$ has an upper limit. When the other modes may readjust, more slow current fits: the largest charge is 23 mC if lifetimes up to $10^6$ s are admitted and 226 mC up to $10^7$ s. The source has 0.5 mC. Such a number reports the end of the grid.

Fast modes escape in the same way. A mode of 0.1 s has decayed to a fraction $e^{-10}$ of its amplitude at the first sample, and it takes 108 $\mu$A of it to give $\delta=1$. The second record's best fit contains 40 $\mu$A at 0.106 s, eighty times the true initial current, which contributes about 3 nA at 1 s. This is the shortest lifetime on the grid, and a grid four times denser puts 61 $\mu$A at 0.101 s. A reliable current measured at switch-off would limit $\sum_ja_j$ and remove this freedom. An independently known dark current and longest lifetime would limit the slow side.

\section{What a good fit does not prove}

Let carriers recombine in pairs, $\dot n=-Bn^2$. Then $n=n_0/(1+t/\tau_0)$ with $\tau_0=1/(Bn_0)$, and
\begin{equation}
\frac{1}{1+t/\tau_0}=\int_0^\infty ds\,e^{-s}e^{-st/\tau_0}.
\end{equation}
This is a nonnegative sum of exponentials with lifetimes $\tau_0/s$, although no independent channels exist. For $\tau_0=300$ s the grid reproduces it to better than $\delta=10^{-3}$. A single decay curve cannot separate the two mechanisms. A second initial density can: in the pair model $\tau_0$ varies as $1/n_0$, whereas linear channels excited in the same proportions keep the shape of the decay.

\section{An In-Ga-Zn-O film}

The example is meant to resemble persistent photoconductivity in amorphous In-Ga-Zn-O, with rough typical values: a film 40 nm thick, mobility 10 cm$^2$/Vs, width-to-length ratio 10, length 100 $\mu$m and 1 V bias. The initial photocarrier density is then $I_0/(e\mu d\,(W/L)V)=7.8\times10^{15}$ cm$^{-3}$. This is 0.16\% of the band density of states for an effective mass of 0.34, so degeneracy is negligible unless a gate or doping adds many carriers. The density is an average over the thickness: with an assumed relative permittivity of 11 its Debye length is 45 nm, comparable to the film, and the sheet density is only $3\times10^{10}$ cm$^{-2}$, so surface or interface charge of that size would alter the current. The source \eqref{source} was chosen for its closed form and is not derived from the defects of this material. The field of $10^{-4}$ MV/cm supplies $4\times10^{-4}\,kT$ over 1 nm, too little to assist a jump of that length.

Other assumptions matter more. With an assumed barrier of 0.8 eV common to all channels, a film 1 K warmer than 300 K relaxes 11\% faster, and its current is off by up to 9.5 nA, about twice the noise. If mobility rises as the 0.1 power of carrier density, the current follows $n^{1.1}$ and departs by up to 17.5 nA. For the source \eqref{source} this turns $\tau_s$ into $\tau_s/1.21=413$ s, and the fit stays perfect: the distribution describes the current, not the carriers. A dark-current error of 1 nA gives $\delta=\sqrt{61}/5=1.6$. If too little was subtracted, the remainder looks like a very slow mode. If too much was subtracted, the slowest modes come out too weak or vanish. The fit need not reveal this: with 1 nA too much subtracted from the noise-free source curve, a new fit on the grid agrees to within $\delta=0.002$.

The illumination also leaves its mark. A linear channel filled from empty at a constant rate reaches the fraction $1-e^{-T_{\rm on}/\tau}$ of its steady value. After 600 s of light this is 45\% for $\tau=1000$ s but 6\% for $10^4$ s. Amplitudes from films illuminated for different times are therefore not comparable until this factor is accounted for. The numerical output lists the fitted modes and limits in full.

\section*{Computed results}
\begin{verbatim}
initial photocurrent: 500 nA
noise per sample: 5.0 nA
samples: 61 from 1 s to 10000 s
source time constant tau_s: 500 s
source mean lifetime: 1000.0 s
source current at last sample: 5.71 nA
ripple passed, period 1 decade: 1.945 %
ripple passed, period 1/2 decade: 0.02676 %
period at which full ripple passes 1 %: 0.866 decades
repeats needed to halve a 1-decade period: factor 5285
chi2 limit (95 %, 61 data): 80.23
chi2 of source curve: 59.74
record 1: chi2 50.37, active grid modes 9, residual sign changes 37
  mode: 2.661 s, 24.7 nA
  mode: 41.82 s, 96.2 nA
  mode: 188.4 s, 10.7 nA
  mode: 308.1 s, 153.6 nA
  mode: 1648 s, 191.9 nA
  mode: 9.441e+05 s, 10.3 nA
record 2: chi2 55.26, active grid modes 11, residual sign changes 32
  mode: 0.1059 s, 39938.0 nA
  mode: 1.739 s, 17.7 nA
  mode: 17.27 s, 53.2 nA
  mode: 42.17 s, 25.2 nA
  mode: 133.4 s, 73.1 nA
  mode: 476.8 s, 163.3 nA
  mode: 2113 s, 151.9 nA
  mode: 9.441e+05 s, 5.9 nA
source density peak: 1002 s
empty gap 562 to 1778 s: chi2 50.74, source weight there 27.1 %
comb with lifetime ratio 4: delta 0.235, best-test error 45.3 %
comb with lifetime ratio 10: delta 7.961, best-test error 0.0 %
weight 1-10 s: source 5.4 %, allowed 0.0 to 19.4 %
weight 10-100 s: source 16.9 %, allowed 0.0 to 39.8 %
weight 100-1000 s: source 43.5 %, allowed 0.0 to 81.1 %
weight 1000-10000 s: source 31.6 %, allowed 0.0 to 58.4 %
change of 100-1000 s bounds on doubled grid: 1.22 % of I0
coverage of 100-1000 s weight: 100.0 % of 200 records
current at 300 s: source 230.4 nA, allowed 219.5 to 240.0 nA
source charge: 500 uC
largest charge, lifetimes up to 1e6 s: 22982 uC
largest charge, lifetimes up to 1e7 s: 225522 uC
amplitude of a 0.1 s mode giving delta = 1: 108.2 uA
bimolecular decay, tau_0 300 s, fitted by modes: delta 0.0001
1 K warmer, barrier 0.8 eV, 300 K: rates up 10.8 %, current off by up to 9.5 nA
mobility ~ density^0.1: current off by up to 17.5 nA
filling of 1000 s mode after 600 s light: 45.1 %
filling of 10000 s mode after 600 s light: 5.8 %
dark-current offset of 1 nA: delta 1.56
film: 10 cm2/Vs, 40 nm, W/L 10, L 100 um, 1 V
initial photocarrier density: 7.80e+15 cm^-3
density / band density of states (mass 0.34): 1.57e-03
field: 1.0e-04 MV/cm; energy over 1 nm / kT: 3.9e-04
\end{verbatim}
